# Spurious Field and Dipole Correction of a Periodically Repeated Oxide Slab

A silica slab carries hydroxyl groups on one face and a different termination on the other. The two faces have different surface dipoles, so an electron taken out through the left face arrives at a different vacuum level from one taken out through the right face. An isolated slab has no difficulty with this: the vacuum on each side is field-free, and the potential is higher on one side. In a periodic calculation, however, the vacuum to the right of one slab is also the vacuum to the left of the next. The potential must return to its starting value after one period, and it can do so only if a field runs through the cell. How large is this field, what potential removes it, and what does it do to the total energy?

## Conventions

The surface normal is $z$, the period along it is $L$, and one cell occupies $-L/2<z<L/2$ with lateral area $A$. Let $\rho(z)$ be the charge density of ions and electrons averaged over the lateral cell. Two assumptions are made: the slab is neutral, and $\rho$ vanishes near the cell boundary, which lies in vacuum. The dipole per area is

$$m=\int_{-L/2}^{L/2}\rho(z)\,z\,dz ,$$

positive when it points towards $+z$. It contains both surfaces, the interior and the electronic response. Neutrality makes it independent of the origin of $z$. The elementary charge $e$ is positive, and an electron has potential energy $-e\varphi$.

## First derivation: from the potential

For the isolated slab, Poisson's equation $\varphi''=-\rho/\varepsilon_0$ has the solution

$$\varphi_{\rm iso}(z)=-\frac{1}{2\varepsilon_0}\int\rho(z')\,|z-z'|\,dz' ,$$

because the second derivative of $|z-z'|$ is $2\delta(z-z')$. To the right of all charge $|z-z'|=z-z'$, so

$$\varphi_{\rm iso}=-\frac{1}{2\varepsilon_0}\left[z\int\rho\,dz'-\int\rho z'\,dz'\right]=+\frac{m}{2\varepsilon_0}.$$

The first integral is zero by neutrality. To the left the sign of $|z-z'|$ is reversed and $\varphi_{\rm iso}=-m/(2\varepsilon_0)$. Both vacua are field-free, and the potential rises by $m/\varepsilon_0$ from left to right.

The periodic potential obeys the same equation inside the cell. Two solutions with the same source differ by a function of zero second derivative:

$$\varphi_{\rm per}(z)=\varphi_{\rm iso}(z)+az+b .$$

Periodicity requires $\varphi_{\rm per}(L/2)=\varphi_{\rm per}(-L/2)$, hence

$$\frac{m}{2\varepsilon_0}+\frac{aL}{2}=-\frac{m}{2\varepsilon_0}-\frac{aL}{2}
\quad\Rightarrow\quad a=-\frac{m}{\varepsilon_0L}.$$

The slopes at the two ends then agree as well, since both equal $a$. The added field is $-a$:

$$\boxed{E_{\rm sp}=\frac{m}{\varepsilon_0L}}$$

It points along the dipole. It is added everywhere in the cell, and in the vacuum it is the whole field.

The compensating potential is the opposite ramp,

$$\boxed{\varphi_{\rm corr}(z)=\frac{m}{\varepsilon_0L}\,z,\qquad -\frac L2<z<\frac L2}$$

repeated with period $L$. At the boundary it falls from $+m/(2\varepsilon_0)$ to $-m/(2\varepsilon_0)$. This jump of $-m/\varepsilon_0$ is that of a dipole layer of density $-m$ lying in the vacuum. The layer cancels the slab's dipole, so the cell as a whole no longer needs a field to close the potential.

The electrostatic energy of a charge distribution in its own potential is $\tfrac12\int\rho\varphi$, the half preventing each pair from being counted twice. The isolated and periodic energies, for the same charge density, therefore differ by

$$\Delta E=\frac A2\int\rho\,(\varphi_{\rm iso}-\varphi_{\rm per})\,dz
=\frac A2\int\rho\left(\frac{mz}{\varepsilon_0L}-b\right)dz .$$

The constant $b$ drops out by neutrality, and the remaining integral is $m$ again:

$$\boxed{\Delta E=\frac{A\,m^2}{2\varepsilon_0L}}$$

This positive amount must be added to the periodic energy.

## Second derivation: from the energy in reciprocal space

The same result follows in the opposite order, without the open-boundary potential. Define the charge per area to the left of $z$,

$$D(z)=\int_{-L/2}^{z}\rho(z')\,dz' .$$

By Gauss's law $D/\varepsilon_0$ is the field of the isolated slab. Neutrality makes $D$ vanish on both sides of the slab, so the isolated energy is the field energy within one cell,

$$E_{\rm iso}=\frac{A}{2\varepsilon_0}\int_{-L/2}^{L/2}D^2\,dz .$$

Let $k_n=2\pi n/L$ and $\tilde f(k)=\int_{-L/2}^{L/2} f(z)e^{-ikz}dz$. Parseval's theorem for a Fourier series gives

$$E_{\rm iso}=\frac{A}{2\varepsilon_0L}\sum_{n}|\tilde D(k_n)|^2 .$$

Since $\rho=D'$ and $D$ vanishes at the ends, integration by parts gives $\tilde\rho(k)=ik\tilde D(k)$. For $n\neq0$ this means $|\tilde D|^2=|\tilde\rho|^2/k_n^2$. For $n=0$, another integration by parts gives

$$\tilde D(0)=\int D\,dz=\big[zD\big]_{-L/2}^{L/2}-\int z\rho\,dz=-m .$$

The isolated energy is therefore

$$E_{\rm iso}=\frac{A}{2\varepsilon_0L}\sum_{n\neq0}\frac{|\tilde\rho(k_n)|^2}{k_n^2}+\frac{A\,m^2}{2\varepsilon_0L}.$$

The usual periodic solution sets the average potential to zero and has $\tilde\varphi_{\rm per}(k_n)=\tilde\rho(k_n)/(\varepsilon_0k_n^2)$ for $n\neq0$, that is, series coefficients $\tilde\rho(k_n)/(\varepsilon_0Lk_n^2)$. Its energy $\tfrac A2\int\rho\varphi_{\rm per}\,dz$ is the first sum. The second term is what it omits. Although $\tilde\rho(0)=0$, the ratio $|\tilde\rho|^2/k^2$ has the finite limit $m^2$ at $k=0$.

The potential now follows by varying the energy. A small neutral change of charge $\delta\rho$ changes $m$ by $\int z\,\delta\rho\,dz$, so

$$\delta(\Delta E)=\frac{A\,m}{\varepsilon_0L}\,\delta m
=A\int\frac{m z}{\varepsilon_0L}\,\delta\rho\,dz .$$

The factor multiplying $\delta\rho$ is $\varphi_{\rm corr}$, up to an arbitrary constant. The derivative of $m^2$ supplies a factor of two that cancels the half in the energy. The sawtooth thus enters the electronic Hamiltonian at full strength, as $-e\varphi_{\rm corr}$, while the energy term keeps its half.

## What each derivation assumes

Both use neutrality, and both treat the contents of one cell as the complete slab. Neither assumes a linear dielectric, since the electrostatic energy is quadratic in the charge whatever fixes that charge.

The first derivation requires the potential of an isolated sheet of charge. It yields the field at every point and shows where the compensating dipole layer sits. The second requires only that the isolated field be confined to the cell. It yields the energy first and identifies the correction as the missing zero-wavevector term. To reach the potential it must let $m$ vary with the charge. This is why it also settles what belongs in a self-consistent calculation.

The shared weak point is the cut. If electron density reaches the boundary, the algebra still holds for the charge inside the chosen cell, but that charge is no longer an intact slab. Moving the cut then carries charge from one end to the other and changes $m$ by $L$ times the charge moved per area. The jump also exerts a force on electrons found there. A slab containing a charged defect is outside the result, because neutrality was used at every stage.

The lateral average also hides the atomic structure. A charge component with lateral wavevector $g\neq0$ obeys $\varphi_g''-g^2\varphi_g=-\rho_g/\varepsilon_0$, so its potential decays outside the charge as $e^{-g|z|}$. For fixed charges, its interaction with the nearest repeated slab falls as $e^{-gL}$. In a square lateral cell of side $a$ the slowest decay permitted is $e^{-2\pi L/a}$.

This was tested on a lattice of Gaussian charges $\pm e$, each of standard deviation 0.1 nm, placed at $z=\pm0.1$ nm with $a=1$ nm. Relative to the corrected energy at $L=8$ nm, the energy at $L=2$ nm is wrong by $-181$ meV without the correction and by $-0.036$ meV with it. Going from 2 to 2.25 nm multiplies the remaining error by 0.207; the exponential predicts 0.208.

## Band energies and forces

Write $m=m_{\rm ion}+m_{\rm el}$, with both parts measured from the origin used for $\varphi_{\rm corr}$. If the total energy is built from a sum of occupied eigenvalues, that sum already contains the electrons' energy in the sawtooth,

$$A\int\rho_{\rm el}\,\varphi_{\rm corr}\,dz=\frac{A\,m\,m_{\rm el}}{\varepsilon_0L}.$$

Suppose the other double-counting terms are evaluated with $\varphi_{\rm per}$, as without the correction. The term still to be added is then

$$\frac{A}{\varepsilon_0L}\left(\frac{m^2}{2}-m\,m_{\rm el}\right)
=\frac{A\,(m_{\rm ion}^2-m_{\rm el}^2)}{2\varepsilon_0L},$$

because $m^2/2=(m_{\rm ion}^2+m_{\rm el}^2)/2+m_{\rm ion}m_{\rm el}$ and $m\,m_{\rm el}=m_{\rm ion}m_{\rm el}+m_{\rm el}^2$.

An ion of charge $q$ moved by $\delta Z$ changes $m$ by $q\,\delta Z/A$. At self-consistency the electronic energy is stationary. In a basis that does not move with the ions, such as plane waves, the additional force is therefore

$$F_{\rm corr}=-\frac{A\,m}{\varepsilon_0L}\frac{q}{A}=-\frac{q\,m}{\varepsilon_0L}=-qE_{\rm sp}.$$

It removes the force of the spurious field. With atom-centred basis functions, the sawtooth must also be included in the Pulay force, which arises because the basis moves with the ions.

## Response of the slab to its own spurious field

The dipole in these formulas is that of the calculation in hand. In an uncorrected cell the spurious field polarizes the slab and enlarges $m$. To leading order in the field, write $m=m_0+\chi E$, where $m_0$ is the isolated dipole density and $E$ the vacuum field.

For a uniform dielectric of thickness $d$ and relative permittivity $\varepsilon$, continuity of the normal displacement gives an inner field change $E/\varepsilon$. The induced polarization is $\varepsilon_0(\varepsilon-1)E/\varepsilon$, and multiplication by $d$ gives

$$\chi=\varepsilon_0d\left(1-\frac1\varepsilon\right),\qquad
x\equiv\frac{\chi}{\varepsilon_0L}=\frac dL\left(1-\frac1\varepsilon\right).$$

Setting $E=m_{\rm per}/(\varepsilon_0L)$ yields $m_{\rm per}=m_0+x\,m_{\rm per}$, so

$$m_{\rm per}=\frac{m_0}{1-x},\qquad
E_{\rm sp}=\frac{m_0}{\varepsilon_0\,(L-d+d/\varepsilon)} .$$

The vacuum and the oxide act as capacitors in series. For $\varepsilon=1$ the simple $m_0/(\varepsilon_0L)$ returns. For large $\varepsilon$ the whole potential step falls across the vacuum $L-d$.

The energy follows from the cost of polarizing the slab, $A(m-m_0)^2/(2\chi)$. This is the quadratic cost whose minimum in a field reproduces $m=m_0+\chi E$. Since $m_{\rm per}-m_0=\chi m_{\rm per}/(\varepsilon_0L)$, the cost in the uncorrected cell is $A\,m_{\rm per}(m_{\rm per}-m_0)/(2\varepsilon_0L)$. The uncorrected energy is lower than the isolated one by

$$\frac{A}{2\varepsilon_0L}\left[m_{\rm per}^2-m_{\rm per}(m_{\rm per}-m_0)\right]=\frac{A\,m_0m_{\rm per}}{2\varepsilon_0L}.$$

Adding $A\,m_{\rm per}^2/(2\varepsilon_0L)$ after an uncorrected calculation therefore overshoots by the polarization cost. The sawtooth should act during self-consistency, so that the density relaxes to that of the isolated slab.

One way to do this needs care. Suppose the electrons are fully relaxed in a sawtooth built from $m_j$, and the resulting dipole $m_{j+1}$ builds the next one. The vacuum field is then $(m_{j+1}-m_j)/(\varepsilon_0L)$, and $m_{j+1}=m_0+x(m_{j+1}-m_j)$. The error $\delta_j=m_j-m_0$ obeys

$$\delta_{j+1}=-\frac{x}{1-x}\,\delta_j .$$

The iteration diverges for $x>1/2$. If only a fraction $\beta$ of each change is accepted, the factor becomes $1-\beta/(1-x)$, and convergence returns for $0<\beta<2(1-x)$.

A small quantum model tests the energy and response formulas together. It has one occupied orbital with 0.5 electron per nm², two positive Gaussian sheets and a fixed binding well, in a cell with $L=3$ nm. It is solved in the Hartree approximation, without exchange or correlation. An open-boundary calculation and a periodic one with the sawtooth, on the same grid of step 0.02 nm, both give $-2.873932$ eV/nm² and an ionization energy of 6.5945 eV through the left side. The finite grid step shifts these two values by about 0.7 meV/nm² and 0.9 meV, but the energy differences that follow by less than 0.003 meV/nm². The uncorrected energy is 43.225 meV/nm² too low, against 43.223 from the linear-response formula. The overshoot is 0.999 meV/nm², against 1.001.

## A hydroxylated silica slab

Take $d=1.5$ nm, $L=3.0$ nm, $A=1.0$ nm² and $\varepsilon=2.1$, the electronic response with ions held fixed. Let there be four groups per nm², each contributing a net normal dipole of 1 D. Then $m_0=4$ D/nm² $=0.0833$ e/nm. With $\varepsilon_0=0.05526$ e/(V nm), the true vacuum step is

$$\frac{m_0}{\varepsilon_0}=\frac{0.0833}{0.05526}=1.51\ {\rm V}.$$

The response fraction is $x=0.5\,(1-1/2.1)=0.262$, so $m_{\rm per}=0.0833/0.738=0.113$ e/nm. The spurious field is

$$E_{\rm sp}=\frac{0.1128}{0.05526\times3.0}=0.68\ {\rm V/nm}=6.8\ {\rm MV/cm}$$

in the vacuum and $6.8/2.1=3.2$ MV/cm in the oxide. The potential drops are 1.02 V across the vacuum and 0.49 V across the oxide. Together they make up the 1.51 V step that periodicity has to undo. Defect levels at different depths in the oxide are thus displaced relative to one another by up to about half an electronvolt.

The energy error is much smaller:

$$\frac{A\,m_0m_{\rm per}}{2\varepsilon_0L}=\frac{0.0833\times0.1128}{2\times0.05526\times3.0}\ {\rm eV}\approx28\ {\rm meV}$$

per cell. Adding the $m_{\rm per}^2$ term afterwards gives 38 meV, too much by 10 meV. In a self-consistently corrected calculation the explicit term is 21 meV. It differs from 28 meV because the uncorrected density has also relaxed in the spurious field.

More vacuum is a slow remedy. With the slab unchanged, $L=6$ nm leaves 2.9 MV/cm and 12 meV, and $L=12$ nm leaves 1.3 MV/cm and 5.6 meV.

The sawtooth iteration has the factor $-0.262/0.738=-0.35$ and converges. A silica slab with $d=2.4$ nm in the same 3 nm cell has the factor $-0.72$ and still converges, more slowly. For a material with an electronic permittivity of 3.9 and that thickness, the factor is $-1.47$, and damping is needed. At $d=2.4$ nm only 0.3 nm separates each surface from the cut, over which a level 2.5 eV below the right vacuum loses only a factor of about $8\times10^{-3}$ in density. These two cases therefore illustrate the iteration; they leave too little vacuum for a practical cell.

These are round parameters. A few hydroxyl groups per nm² is a rough figure for a well-hydroxylated silica surface, while the dipole of 1 D per group is a choice and depends on orientation and on the opposite face. Ionic relaxation is also left out. With the static permittivity of about 3.9 and the same $m_0$, the spurious field becomes 8.0 MV/cm in the vacuum and 2.1 MV/cm in the oxide. The thickness of so thin a dielectric is also uncertain: 0.1 nm more at fixed $L$ raises the vacuum field by 2.4%. The oxide field of 3.2 MV/cm is about a third of a rough breakdown field of 10 MV/cm, so an uncorrected cell would place a defect under a substantial bias that the isolated slab does not have. The energy of a 1 D group in the vacuum field is 14 meV, against a thermal energy of 26 meV at 300 K. For a freely rotating dipole this ratio gives a mean cosine of 0.18 along the field; for one confined to the outward hemisphere the mean cosine shifts by only 0.045, and in the oxide field both values are about halved. The local field at the group may differ and bonded groups are more constrained, so the bias in a simulation at that temperature depends on how freely the groups reorient.

The corrected cell has its own limit. The vacuum level for electrons is 1.51 eV lower on the right. A defect level 4.0 eV below the left vacuum is only 2.5 eV below the right one. Its density still falls by a factor of about $5\times10^{-6}$ over the 0.75 nm from surface to cut, so the cut is safe for this state. A conduction edge 0.9 eV below the left vacuum, a rough value for silica, lies 0.6 eV above the right vacuum. In the fixed potential of the isolated slab, an electron at this energy can leave through the right face, and more vacuum does not bind it. In the corrected cell the artificial step at the cut closes off the right vacuum, so the lowest empty level can lie largely there and is then not a property of the slab. If such a level is occupied while its hole stays in the slab, the transferred charge reduces $m$ and with it the step, and the fixed-potential picture no longer applies. The values behind these estimates are collected in the numerical output.

## Computed values

```
WORKED EXAMPLE
cell length L: 3.0 nm
slab thickness d: 1.5 nm
lateral cell area A: 1.0 nm^2
electronic relative permittivity: 2.1
net normal dipole per group: 1.0 D
groups per area: 4.0 nm^-2
vacuum permittivity: 0.055263 e/(V nm)
isolated dipole density m0: 0.08328 e/nm
vacuum step m0/eps0: 1.5069 V
response fraction x: 0.2619
uncorrected dipole density m_per: 0.11283 e/nm
spurious vacuum field: 6.805 MV/cm
spurious oxide field: 3.241 MV/cm
potential drop across vacuum: 1.0208 V
potential drop across oxide: 0.4861 V
uncorrected energy too low by: 28.34 meV per cell
a-posteriori term from m_per: 38.39 meV per cell
a-posteriori overshoot: 10.06 meV per cell
self-consistent correction from m0: 20.92 meV per cell
L = 6 nm: vacuum field 2.890 MV/cm, energy error 12.03 meV per cell
L = 12 nm: vacuum field 1.344 MV/cm, energy error 5.60 meV per cell
sawtooth iteration factor, measured: -0.3548
factor for d = 2.4 nm, permittivity 3.9: -1.4684
NEGLECTED EFFECTS
vacuum field with permittivity 3.9: 7.996 MV/cm
oxide field with permittivity 3.9: 2.050 MV/cm
field change for d larger by 0.1 nm: 2.42 %
rough breakdown field (input): 10 MV/cm
oxide field / breakdown field: 0.324
lateral image factor across vacuum: 8.07e-05
defect level below left vacuum (input): 4.0 eV
same level below right vacuum: 2.493 eV
density decay factor, surface to cut: 5.37e-06
rough electron affinity, left side (input): 0.9 eV
conduction edge above right vacuum: 0.607 eV
group dipole times spurious field: 14.17 meV
thermal energy at 300 K: 25.85 meV
HARTREE TEST SLAB (L = 3 nm)
dipole density open / corrected / uncorrected: 0.118354 / 0.118354 / 0.121095 e/nm
energy open / corrected / uncorrected: -2.873932 / -2.873932 / -2.917157 eV/nm^2
ionization energy (left) open / corrected: 6.59454 / 6.59454 eV
energy error measured / formula: 43.2252 / 43.2233 meV/nm^2
overshoot measured / formula: 0.9989 / 1.0008 meV/nm^2
ion force by differences / from field: -0.80101 / -0.80101 eV/nm per nm^2
sawtooth part of that force: -0.21416 eV/nm per nm^2
THREE-DIMENSIONAL DIPOLE LATTICE (side 1 nm, L = 2 nm)
energy error without correction: -180.988 meV
energy error with correction: -0.03644 meV
error ratio L = 2.25 to 2 nm, measured / exponential: 0.2070 / 0.2079
```
